\section*{Allen–Feldman Mode Diffusivities from the Harmonic Heat Current of a Glass}

\section{A current without wave vectors}

\textbf{Q.} In a crystal I multiply each phonon's energy by its group velocity. A glass has no wave vectors. What is the heat current?

\textbf{A.} It is the time derivative of the first moment of the energy, which needs atomic positions but no wave vectors. Let $i$ label an atom and one Cartesian component, and let $X_i$ be the equilibrium $x$ coordinate of that atom. With mass-weighted displacements $q_i$, momenta $p_i$ and a real symmetric, stable dynamical matrix $D$,
\begin{equation}
H=\sum_i h_i,\qquad h_i=\tfrac12p_i^2+\tfrac12\sum_jD_{ij}q_iq_j .
\end{equation}
Here the bond energy of a pair means the cross term $D_{ij}q_iq_j$, which is shared equally between its ends; each diagonal term stays at its own $i$. The equations of motion are $\dot q_i=p_i$ and $\dot p_i=-\sum_jD_{ij}q_j$. For $j\ne i$ the operators $p_i$ and $q_j$ commute, so the kinetic energy contributes $-D_{ij}p_iq_j$ to $\dot h_i$ and the potential energy contributes $\frac12D_{ij}(p_iq_j+q_ip_j)$. For $j=i$ the two contributions are $\mp\frac12D_{ii}(p_iq_i+q_ip_i)$ and cancel. Hence
\begin{equation}
\dot h_i=\tfrac12\sum_{j\ne i}D_{ij}(q_ip_j-q_jp_i).
\end{equation}
Multiply by $X_i$, sum, and exchange the names $i,j$ in the second term:
\begin{equation}
J=\sum_iX_i\dot h_i=\tfrac12\sum_{ij}A_{ij}q_ip_j,\qquad A_{ij}=(X_i-X_j)D_{ij}.
\label{J}
\end{equation}
In a periodic cell $X_i-X_j$ is the nearest-image separation: each bond's energy flow is multiplied by the distance it covers. For a small vector cluster, a numerical time derivative of the moment and \eqref{J} both give $-4.386123$ in model units.

\textbf{Q.} The equal sharing of bond energy was your choice, and you kept the atoms' positions fixed in the moment. Does the conductivity depend on that?

\textbf{A.} Take first a shift of the points at which energy is booked, $X_i\to X_i+s_i$, with bounded $s_i$. Let $e^\mu$ be real orthonormal eigenvectors, $De^\mu=\omega_\mu^2e^\mu$, and define $A_{\mu\nu}=\sum_{ij}e_i^\mu A_{ij}e_j^\nu$. The change is
\begin{equation}
\delta A_{\mu\nu}=\sum_{ij}e_i^\mu(s_iD_{ij}-D_{ij}s_j)e_j^\nu
=(\omega_\nu^2-\omega_\mu^2)\sum_ie_i^\mu s_ie_i^\nu ,
\end{equation}
because $D$ acts on $e^\nu$ in the first term and on $e^\mu$ in the second. It vanishes between modes of equal frequency, which will turn out to be the ones that matter. In the disordered model treated below, random shifts leave $\kappa_{xx}=0.3099$ W/(m\,K) unchanged to the printed digits.

Next, share the bonds unequally: give atom $i$ the fraction $\frac12+\alpha_{ij}$ of its bond with $j$, where $\alpha_{ji}=-\alpha_{ij}$. The moment then gains $\frac12\sum_{ij}B_{ij}q_iq_j$ with the symmetric matrix $B_{ij}=\alpha_{ij}(X_i-X_j)D_{ij}$, and the current gains its time derivative. The part that passes a quantum between modes $\mu$ and $\nu$ oscillates at $\omega_\mu-\omega_\nu$, so its time derivative carries this factor and again vanishes at equal frequency. The parts that create or destroy two quanta oscillate at the sum of two frequencies and drop out for small damping, as such terms do below.

Moving the energy with the atoms adds $\dot G$ to the current, where $G$ is the symmetrized sum of displacement times site energy. It is cubic in $q,p$, whereas $J$ is quadratic, so their correlation vanishes in the harmonic thermal state, which is even under $(q,p)\to(-q,-p)$. The correlation spectrum of $\dot G$ with itself is $\Omega^2$ times that of $G$. It vanishes at $\Omega=0$ if the spectrum of $G$ is finite there, and I assume that it is.

\section{One mode carries nothing}

\textbf{Q.} Then write $J$ in normal modes and tell me how much each carries.

\textbf{A.} I remove the uniform translations, so that all $\omega_\mu>0$, and use
\begin{equation}
q_i=\sum_\mu e_i^\mu\sqrt{\frac{\hbar}{2\omega_\mu}}(a_\mu+a_\mu^\dagger),\quad
p_i=-i\sum_\mu e_i^\mu\sqrt{\frac{\hbar\omega_\mu}{2}}(a_\mu-a_\mu^\dagger).
\end{equation}
Then
\begin{equation}
J=-\frac{i\hbar}{4}\sum_{\mu\nu}A_{\mu\nu}\sqrt{\frac{\omega_\nu}{\omega_\mu}}\,
(a_\mu+a_\mu^\dagger)(a_\nu-a_\nu^\dagger).
\end{equation}
Since $X_i-X_j$ is odd and $D_{ij}$ even under exchange, $A_{\nu\mu}=-A_{\mu\nu}$ and $A_{\mu\mu}=0$. The operator $a_\mu^\dagger a_\nu$ arises twice: from the pair $(\mu,\nu)$ with weight $A_{\mu\nu}\sqrt{\omega_\nu/\omega_\mu}$, and from $(\nu,\mu)$ with weight $-A_{\nu\mu}\sqrt{\omega_\mu/\omega_\nu}=+A_{\mu\nu}\sqrt{\omega_\mu/\omega_\nu}$. For $a_\mu a_\nu$ the second weight has the opposite sign. Therefore
\begin{align}
J&=\sum_{\mu\ne\nu}S_{\mu\nu}a_\mu^\dagger a_\nu
+\sum_{\mu<\nu}(T_{\mu\nu}a_\mu a_\nu+\text{h.c.}),\\
S_{\mu\nu}&=-\frac{i\hbar}{4}A_{\mu\nu}\frac{\omega_\mu+\omega_\nu}{\sqrt{\omega_\mu\omega_\nu}},\qquad
T_{\mu\nu}=-\frac{i\hbar}{4}A_{\mu\nu}\frac{\omega_\nu-\omega_\mu}{\sqrt{\omega_\mu\omega_\nu}}.
\end{align}
A single real mode carries no heat.

\textbf{Q.} That cannot be right. It would forbid heat conduction in a crystal too.

\textbf{A.} A real mode is a standing wave. A travelling wave combines two of them. Take a chain with one atom per cell and $e^k_j=N^{-1/2}e^{ikX_j}$. For complex vectors the left one in $A_{\mu\nu}$ is conjugated. Then
\begin{equation}
A_{kk}=\frac1N\sum_{ij}(X_i-X_j)D_{ij}e^{-ik(X_i-X_j)}
=i\frac{d\omega_k^2}{dk}=2i\omega_kv_k ,
\end{equation}
because differentiating the exponential brings down $-i(X_i-X_j)$. Write $e^k=(c+is)/\sqrt2$ with normalized real cosine and sine modes $c,s$. Antisymmetry gives $A_{kk}=\frac12(iA_{cs}-iA_{sc})=iA_{cs}$, so $A_{cs}=2\omega_kv_k$. The velocity sits in the coupling of two degenerate standing waves. On a test ring, the slope of the dispersion and $|A_{cs}|/2\omega$ are both $0.943369$ in model units. In a glass, $A_{\mu\nu}/2\omega$ takes the place of the group velocity.

\section{The Kubo formula}

\textbf{Q.} How do these couplings become a conductivity?

\textbf{A.} Through the response formula, with damping $\eta>0$, volume $V$ and $\beta=1/k_BT$:
\begin{equation}
\kappa=\frac1{VT}\,\mathrm{Re}\int_0^\infty\!dt\,e^{-\eta t}\int_0^\beta\!d\lambda\,
\langle J(-i\hbar\lambda)J(t)\rangle .
\end{equation}
Put $\Delta=\omega_\mu-\omega_\nu$ and let $n_\mu$ be the Bose occupation. In the first current $a_\mu^\dagger a_\nu$ acquires $e^{\lambda\hbar\Delta}$. By Wick's theorem its only partner in the second is $a_\nu^\dagger a_\mu$, which carries $e^{-i\Delta t}$, and the average is $n_\mu(n_\nu+1)$. The time integral has real part $\eta/(\Delta^2+\eta^2)$. The other integral is
\begin{equation}
n_\mu(n_\nu+1)\frac{e^{\beta\hbar\Delta}-1}{\hbar\Delta}
=\frac{(n_\mu+1)n_\nu-n_\mu(n_\nu+1)}{\hbar\Delta}
=\frac{n_\nu-n_\mu}{\hbar\Delta},
\end{equation}
where I used $n_\mu e^{\beta\hbar\omega_\mu}=n_\mu+1$ and $(n_\nu+1)e^{-\beta\hbar\omega_\nu}=n_\nu$. Since $S_{\mu\nu}S_{\nu\mu}=|S_{\mu\nu}|^2$,
\begin{equation}
\kappa_{\rm res}=\frac1{VT}\sum_{\mu\ne\nu}|S_{\mu\nu}|^2
\frac{n_\nu-n_\mu}{\hbar(\omega_\mu-\omega_\nu)}\,
\frac{\eta}{(\omega_\mu-\omega_\nu)^2+\eta^2}.
\label{res}
\end{equation}

\textbf{Q.} You have dropped the terms that create or destroy two quanta.

\textbf{A.} Let $\Omega=\omega_\mu+\omega_\nu$. With destruction standing first, the average is $(n_\mu+1)(n_\nu+1)$ and the $\lambda$ factor is $e^{-\lambda\hbar\Omega}$. The integral is
\begin{equation}
(n_\mu+1)(n_\nu+1)\frac{1-e^{-\beta\hbar\Omega}}{\hbar\Omega}
=\frac{1+n_\mu+n_\nu}{\hbar\Omega}.
\end{equation}
The opposite order, $n_\mu n_\nu$ with $e^{+\lambda\hbar\Omega}$, gives the same. Thus
\begin{equation}
\kappa_{\rm pair}=\frac1{VT}\sum_{\mu<\nu}2|T_{\mu\nu}|^2
\frac{1+n_\mu+n_\nu}{\hbar\Omega}\,\frac{\eta}{\Omega^2+\eta^2},
\end{equation}
which goes to zero with $\eta$ when $\Omega$ stays away from zero. At finite $\eta$ the total $\kappa_{\rm res}+\kappa_{\rm pair}$ was tested on three coupled oscillators against a sum over their many-body states, with $J$ taken from the commutator of $H$ with the energy moment. Both give $8.33255625\times10^{-3}$ in model units. The pair terms supply a fraction $6\times10^{-4}$ of this, well above the tested relative tolerance of $10^{-5}$, so they are checked too.

\section{Nearly degenerate modes}

\textbf{Q.} Where does a diffusivity of one mode come from, if the current always involves two?

\textbf{A.} From letting $\eta$ become small while the spectrum is dense. The Lorentzian in \eqref{res} tends to $\pi\delta(\omega_\mu-\omega_\nu)$. At equal frequencies $|S_{\mu\nu}|^2=\hbar^2A_{\mu\nu}^2/4$, and the Bose quotient becomes $-\hbar^{-1}\partial n/\partial\omega$. Because $n$ depends on $\omega/T$ alone, $\omega\,\partial n/\partial\omega=-T\,\partial n/\partial T$. Hence
\begin{equation}
\kappa=\frac{\pi}{VT}\sum_{\mu\ne\nu}\frac{\hbar^2A_{\mu\nu}^2}{4}\,
\frac{T}{\hbar\omega_\mu}\frac{\partial n_\mu}{\partial T}\,\delta(\omega_\mu-\omega_\nu).
\end{equation}
Separating the heat capacity $C_\mu=\hbar\omega_\mu\,\partial n_\mu/\partial T$ leaves
\begin{equation}
\kappa=\frac1V\sum_\mu C_\mu D_\mu,\qquad
D_\mu=\frac{\pi}{4\omega_\mu^2}\sum_{\nu\ne\mu}A_{\mu\nu}^2\,\delta(\omega_\mu-\omega_\nu).
\label{AF}
\end{equation}
This is the Allen--Feldman result. $D_\mu$ belongs to one mode in the bookkeeping, but it is made of that mode's couplings to its neighbours in frequency. It does not depend on temperature; in this harmonic theory temperature enters through $C_\mu$.

\textbf{Q.} A finite sample has discrete levels. Your delta function then gives zero.

\textbf{A.} It does, if $\eta\to0$ is taken first: for $\eta$ far below every level spacing, each term of \eqref{res} is proportional to $\eta$. The size must go to infinity first. In a finite cell this means a width of several mean level spacings, yet small compared with the scale on which the spectrum and the couplings $A_{\mu\nu}^2$ change with frequency.

The sum can have a finite limit because the couplings shrink as the partners multiply. By completeness, with the uniform translations included in the sum over $\nu$,
\begin{equation}
\sum_\nu A_{\mu\nu}^2=\sum_i\Bigl(\sum_jA_{ij}e_j^\mu\Bigr)^2 ,
\end{equation}
and for short-range forces the right side stays bounded as the sample grows. If it is shared among a number of partners proportional to $N$, each $A_{\mu\nu}^2$ scales as $1/N$, while the density of levels scales as $N$.

\textbf{Q.} So near degeneracy is all that is needed?

\textbf{A.} No, the coupling matters as much. Two modes localized far apart may have nearly equal frequencies, but for short-range $D$ every term of their $A_{\mu\nu}$ contains the small tail of at least one of them, and they exchange almost no energy.

The crystal is the opposite limit. There $A_{cs}=2\omega v$ stays finite at zero separation. With the Lorentzian form of the delta function, whose peak is $1/(\pi\eta)$,
\begin{equation}
D=\frac{\pi}{4\omega^2}(2\omega v)^2\frac1{\pi\eta}=\frac{v^2}{\eta}.
\end{equation}
It diverges as $\eta\to0$: the perfect harmonic crystal has no finite conductivity. If a scattering rate $1/\tau$ plays the part of $\eta$, the phonon-gas form $v^2\tau$ returns.

\textbf{Q.} Long sound waves exist in a glass as well. Do they not diverge?

\textbf{A.} In a purely harmonic glass in three dimensions, they do, at leading order in weak uncorrelated disorder. Internal forces respond to strain, so the disorder couples waves $k$ and $k'$ with $\delta D_{kk'}\propto kk'\propto\omega^2$. The golden-rule rate is $2\pi|\delta D_{kk'}/2\omega|^2\rho(\omega)$, and with $\rho\propto\omega^2$ it scales as $\omega^4$. Then $D\propto\omega^{-4}$, and $\int\omega^2\omega^{-4}d\omega$ grows as the inverse of the lowest frequency. Anharmonic or other damping must limit this part. Equation \eqref{AF} gives a bulk value for those modes whose $D_\mu$ settles as size and width are varied.

\section{A disordered model in numbers}

\textbf{Q.} Show me numbers for a disordered solid.

\textbf{A.} Take 512 equal masses of $36000\,m_e$ near cubic sites 5 bohr apart, each displaced by up to 1.5 bohr per axis. Atoms closer than 7 bohr are joined by unstretched central springs, $0.02$ Ha/bohr$^2$ times a random factor between $1/5$ and $5$. Unstretched springs exert no force, so every such arrangement is an equilibrium. These are round model parameters, not a named dielectric. The sites keep the long-range order of the cubic lattice, so this is a strongly disordered crystal and not a true glass. It stands in for one only in that disorder leaves its modes without exact wave vectors. Squared couplings are averaged over the three directions.

I use the 1103 of 1533 modes above 1.00 mHa and couplings among them. Their mean spacing is $2.35\,\mu$Ha. At 300 K, Gaussian widths of 2, 4 and 8 spacings give $\kappa=0.299$, $0.320$ and $0.334$ W/(m\,K).

\textbf{Q.} That is still rising.

\textbf{A.} Yes, by 7\% and then by 4\% relative to the preceding value. The three widths span about a tenth of the value and reach no plateau, so it is fixed no better than that. They are counted in mean spacings of the band; near its sparse top they cover fewer local spacings. At 4 spacings the full Lorentzian Kubo sum gives 0.329, about 3\% above \eqref{AF}. A separately generated 216-atom box at the same absolute width gives 0.302, about 6\% below. I would quote 0.3 W/(m\,K) for the band.

With $\eta$ at one thousandth of a spacing the Kubo sum falls to 0.008 W/(m\,K), as the order of limits requires. At $\eta$ of 4 spacings, 93\% of it comes from pairs closer than $10\eta$. In a wide, uniform spectrum, a Lorentzian with constant coupling would give $(2/\pi)\arctan10\approx94\%$. The share thus mainly reflects the Lorentzian weight, not a special property of the couplings.

\textbf{Q.} What does one mode contribute?

\textbf{A.} A mode at $2.00$ mHa has eight partners within one width of 4 spacings. At 300 K, $k_BT=0.950$ mHa, which gives $C/k_B=0.700$. At this width its diffusivity is $2.65\times10^{-3}$ a.u., and $V=512\times5^3=64000$ bohr$^3$. Thus
\begin{equation}
\frac{CD}{k_BV}=\frac{0.700\times2.65\times10^{-3}}{64000}
\approx2.90\times10^{-8}\ \text{a.u.},
\end{equation}
or $3.13\times10^{-4}$ W/(m\,K). About a thousand contributions of this size would make up the band value; the actual ones vary from mode to mode.

At the same width, the mean diffusivity falls from 0.36 mm$^2$/s between 1.0 and 1.5 mHa to 0.02 mm$^2$/s between 3.0 and 3.5 mHa. The last figure is not a settled diffusivity: that interval holds only 51 modes, about $10\,\mu$Ha apart, so the width of $9.4\,\mu$Ha covers about one local spacing instead of several, and the value depends on the width chosen. Localization near the top of the spectrum would produce a fall of this kind, but the spatial extent of the modes was not measured, so this is a conjecture.

\textbf{Q.} And the temperature dependence?

\textbf{A.} The band gives 0.08, 0.32 and 0.39 W/(m\,K) at 100, 300 and 600 K. The rise comes from $C_\mu$, since $D_\mu$ is fixed. When $k_BT$ is far above all mode energies, $C_\mu\to k_B$ and $\kappa\to(k_B/V)\sum_\mu D_\mu=0.41$ W/(m\,K). A real solid can depart from this as anharmonic effects grow.

\textbf{Q.} You left out 430 modes. Are they negligible?

\textbf{A.} Far from it. Terms involving at least one mode below the cutoff add 0.34 W/(m\,K) at 4 spacings and 0.36 at 8, slightly more than the whole band. Their change with width, 5\%, is hardly larger than the band's, so these two widths show no sign of the divergence. That does not refute it: the lowest mode of this box lies at 0.24 mHa, and longer waves do not fit inside. The sum of both parts, about 0.66 W/(m\,K), therefore describes this finite harmonic box and is not a bulk conductivity. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
cluster current, time derivative: -4.386123 (model units)
cluster current, bilinear form: -4.386123 (model units)
three-oscillator frequencies: [0.96548 1.07653 1.38164] (model units)
three-oscillator kT, eta: 0.3, 0.05 (model units)
Kubo sum, many-body states: 8.33255625e-03 (model units)
Kubo sum, mode formula: 8.33255625e-03 (model units)
pair-term share of that sum: 6.119e-04
ring velocity, slope and coupling: 0.943369, 0.943369 (model units)
glass: atoms 512, mass 36000 m_e, site spacing 5.0 bohr
spring scale 0.02 Ha/bohr^2, factor range 1/5 to 5
site displacement up to 1.50 bohr per axis, bond cutoff 7.0 bohr
mean neighbours per atom: 10.93
lowest, highest frequency: 0.2419, 3.5899 mHa
band cutoff: 1.00 mHa; modes in band 1103 of 1533
mean level spacing in band: 2.3501 microHa
standard width (4 spacings): 9.4003 microHa
temperature 300 K, kT = 0.95004 mHa
band kappa, Gaussian 2 spacings: 0.2989 W/(m K)
band kappa, Gaussian 4 spacings: 0.3205 W/(m K)
band kappa, Gaussian 8 spacings: 0.3338 W/(m K)
band kappa/k_B, Gaussian 4 spacings: 2.97121e-05 a.u.
band kappa, full Kubo, eta = 4 spacings: 0.3288 W/(m K)
share of full Kubo from pairs closer than 10 eta: 0.9287
share of full Kubo from pair terms: 9.639e-05
band kappa, full Kubo, eta = 0.001 spacing: 0.00772 W/(m K)
band kappa_xx, original and moved energy sites: 0.3099, 0.3099 W/(m K)
band kappa, 216-atom box, same width: 0.3017 W/(m K)
part involving modes below cutoff, 4 spacings: 0.3403 W/(m K)
part involving modes below cutoff, 8 spacings: 0.3578 W/(m K)
1.0-1.5 mHa: 366 modes, mean D 3.1054e-03 a.u. = 0.3595 mm^2/s
1.5-2.0 mHa: 296 modes, mean D 2.5348e-03 a.u. = 0.2934 mm^2/s
2.0-2.5 mHa: 219 modes, mean D 1.7704e-03 a.u. = 0.2049 mm^2/s
2.5-3.0 mHa: 169 modes, mean D 9.4644e-04 a.u. = 0.1096 mm^2/s
3.0-3.5 mHa: 51 modes, mean D 1.8659e-04 a.u. = 0.0216 mm^2/s
sample mode: frequency 1.99948 mHa, partners within one width 8
sample mode: C/k_B 0.70021, D 2.6539e-03 a.u.
sample mode contribution to kappa: 3.1318e-04 W/(m K)
band kappa at 100 K: 0.0827 W/(m K)
band kappa at 300 K: 0.3205 W/(m K)
band kappa at 600 K: 0.3855 W/(m K)
band kappa, classical limit: 0.4119 W/(m K)
\end{verbatim}
